# Linear dichroism sum rule for eg holes at the L2,3 edge

## What has to be decided before dividing two intensities

A calculated or measured pair of polarized 2p→3d spectra can be turned into an orbital occupation by one division. Before it is made, four choices must be settled: whether the in-plane intensity is a sum or an average over two directions, whether L3 alone may be integrated, whether the photon-energy factor stays in, and whether the t2g shell is full enough for the division to mean anything. The derivation below settles the first, gives a formula for the error from t2g holes, and shows the size of the other two errors for one model ion.

Let \(u\) denote the orbital \(3z^2-r^2\) and \(v\) the orbital \(x^2-y^2\), with \(z\) along the crystal axis \(c\) and \(x,y\) along \(a,b\), which point to the in-plane ligands. Let \(h_u\) and \(h_v\) be the numbers of holes in these orbitals, both spins counted, so that each lies between 0 and 2. If all 3d holes of the initial state are in \(u\) and \(v\), then

\[
\frac{h_u}{h_v}=\frac{3I_c}{4I_{ab}-I_c},\qquad I_{ab}=\tfrac12(I_a+I_b). \tag{1}
\]

Here \(I_\varepsilon\) is the absorption for electric field along \(\varepsilon\), integrated over L3 and L2 together after division by the photon energy. The symbol \(I_{ab}\) is the intensity of one in-plane polarization, averaged over the two directions.

## From the spectrum to a hole density matrix

In the electric-dipole approximation the absorption cross section is the photon energy times \(\sum_f|\langle f|D_\varepsilon|g\rangle|^2\delta(\omega-E_f+E_g)\), times a constant common to all polarizations. Dividing by the photon energy and integrating leaves

\[
I_\varepsilon=\sum_f|\langle f|D_\varepsilon|g\rangle|^2 .
\]

For a thermal initial state this is averaged over \(g\) with Boltzmann weights, and angle brackets below include that average.

Use real orbitals. Let \(p_{m\sigma}\) remove a 2p electron from orbital \(m=x,y,z\) with spin \(\sigma\), and let \(d^\dagger_{i\sigma}\) create a 3d electron. The dipole operator conserves spin:

\[
D_\varepsilon=R\sum_{im\sigma}A^\varepsilon_{im}\,d^\dagger_{i\sigma}p_{m\sigma},\qquad
A^\varepsilon_{im}=\int d\Omega\; d_i\,n_\varepsilon\,p_m ,
\]

where \(n_\varepsilon\) is a component of the unit vector \(\mathbf r/r\), and \(R\) is the radial integral of \(r\) between 2p and 3d. It is assumed to be the same for all 3d orbitals and at all energies in the edge. Transitions from 2p to s states and to the continuum are assumed to have been removed.

The final states form a complete set in the space reached by \(D_\varepsilon\), so \(\sum_f|f\rangle\langle f|\) acts as the identity there, and

\[
I_\varepsilon=\langle D_\varepsilon^\dagger D_\varepsilon\rangle
=R^2\sum_{ijmm'\sigma\sigma'}A^\varepsilon_{im}A^\varepsilon_{jm'}
\langle p^\dagger_{m\sigma}d_{i\sigma}d^\dagger_{j\sigma'}p_{m'\sigma'}\rangle .
\]

Moving \(p_{m'\sigma'}\) to the left past two d operators produces two sign changes, hence none in total. The 2p shell of the initial state is full, so \(p^\dagger_{m\sigma}p_{m'\sigma'}\) gives \(\delta_{mm'}\delta_{\sigma\sigma'}\). Therefore

\[
I_\varepsilon=R^2\sum_{ij}M^\varepsilon_{ij}\rho_{ij},\quad
M^\varepsilon_{ij}=\sum_m A^\varepsilon_{im}A^\varepsilon_{jm},\quad
\rho_{ij}=\sum_\sigma\langle d_{i\sigma}d^\dagger_{j\sigma}\rangle . \tag{2}
\]

The diagonal element \(\rho_{ii}=2-n_i=h_i\) is the hole number. Multiplets, core spin-orbit coupling and the attraction of the core hole redistribute intensity among the final states, but do not enter (2). Ligand orbitals in the initial state do not change the argument either, because \(D_\varepsilon\) does not act on them; \(h_i\) is then the hole number of the 3d orbital itself, and all final configurations reached must be included.

For an implementation, (2) also means that the integrated intensity is the squared norm of \(D_\varepsilon|g\rangle\). It can be computed before any final state is known and used to check whether a truncated spectrum has lost weight.

## The angular factors

The normalized orbitals are

\[
p_m=\sqrt{\tfrac{3}{4\pi}}\,n_m,\quad
d_u=\sqrt{\tfrac{5}{16\pi}}\,(3n_z^2-1),\quad
d_v=\sqrt{\tfrac{15}{16\pi}}\,(n_x^2-n_y^2).
\]

The averages over the sphere that are needed are \(\overline{n_x^2}=1/3\), \(\overline{n_x^4}=1/5\) and \(\overline{n_x^2n_y^2}=1/15\), and the same for other axes. An integral over solid angle is \(4\pi\) times the average. Both \(d_u\) and \(d_v\) are even in each component of \(\mathbf n\), so \(A^\varepsilon_{im}\) vanishes for them unless \(m=\varepsilon\).

For \(u\) the prefactor is \(4\pi\sqrt{5/16\pi}\sqrt{3/4\pi}=\sqrt{15}/2\), and

\[
A^z_{uz}=\tfrac{\sqrt{15}}2\left(\tfrac35-\tfrac13\right)=\tfrac{2}{\sqrt{15}},\qquad
A^x_{ux}=A^y_{uy}=\tfrac{\sqrt{15}}2\left(\tfrac3{15}-\tfrac13\right)=-\tfrac1{\sqrt{15}} .
\]

For \(v\) the prefactor is \(4\pi\sqrt{15/16\pi}\sqrt{3/4\pi}=3\sqrt5/2\), and

\[
A^x_{vx}=\tfrac{3\sqrt5}{2}\left(\tfrac15-\tfrac1{15}\right)=\tfrac{\sqrt3}{\sqrt{15}},\qquad
A^y_{vy}=-\tfrac{\sqrt3}{\sqrt{15}},\qquad A^z_{vz}=0 .
\]

The last value is zero because \(n_x^2n_z^2\) and \(n_y^2n_z^2\) have equal averages. Squaring gives the weights in units of \(1/15\): \((1,1,4)\) for \(u\) and \((3,3,0)\) for \(v\), for fields along \((x,y,z)\). Each set adds up to 6, so the sum over three polarizations counts holes without regard to their orbital.

The products of the amplitudes of \(u\) and \(v\) give \(15M^\varepsilon_{uv}=-\sqrt3,\;+\sqrt3,\;0\) for \(x,y,z\). Since \(uv\) and \(vu\) both occur in (2) and \(\rho\) is Hermitian, the cross term appears as twice the real part of \(\rho_{uv}\). With \(\kappa=R^2/15\),

\[
\begin{aligned}
I_a&=\kappa\,(h_u+3h_v-2\sqrt3\,\mathrm{Re}\,\rho_{uv}),\\
I_b&=\kappa\,(h_u+3h_v+2\sqrt3\,\mathrm{Re}\,\rho_{uv}),\\
I_c&=4\kappa\,h_u .
\end{aligned}\tag{3}
\]

## Inversion and limiting cases

Averaging the first two lines of (3) removes the cross term:

\[
I_{ab}=\kappa(h_u+3h_v).
\]

The third line gives \(h_u=I_c/(4\kappa)\). Inserting this,

\[
3\kappa h_v=I_{ab}-\tfrac14I_c
\quad\Rightarrow\quad
h_v=\frac{4I_{ab}-I_c}{12\kappa}.
\]

The quotient of the two hole numbers is (1), and \(\kappa\) cancels.

If \(v\) has no holes, \(I_c=4I_{ab}\) and the ratio diverges. If \(u\) has none, \(I_c=0\). Equal hole numbers give equal intensities. Thus \(0\le I_c/I_{ab}\le4\) within the assumptions, and a negative denominator shows that one of them, or the data treatment, has failed.

A quantity without a divergent limit is the share of holes in \(u\):

\[
\frac{h_u}{h_u+h_v}=\frac{3I_c}{3I_c+4I_{ab}-I_c}
=\frac{3I_c}{2(I_c+2I_{ab})}. \tag{4}
\]

If the total number of eg holes is known, multiplication by it gives \(h_u\), and then the electron number \(2-h_u\). The ratio of electrons \((2-h_u)/(2-h_v)\) equals the inverse of the ratio of holes only if \(h_u+h_v=2\) or \(h_u=h_v\), so this conversion needs the total.

To see how errors propagate, put \(X=I_c/I_{ab}\) and \(r=3X/(4-X)\). Then

\[
\frac{d\ln r}{d\ln X}=1+\frac{X}{4-X}=\frac{4}{4-X}.
\]

A small relative error in \(X\) is magnified by this factor, which grows without limit as the \(v\) holes disappear.

## Which in-plane intensity to use

Fourfold symmetry about \(c\) changes the sign of \(v\) and leaves \(u\) alone. An initial ensemble with this symmetry therefore has \(\rho_{uv}=0\), and \(I_a=I_b\). One in-plane spectrum is then enough. A symmetry-broken solution, such as an orbitally ordered site, can have a real \(\rho_{uv}\), and both directions are needed.

The size of the effect is seen for one hole in \(\cos\theta\,d_u+\sin\theta\,d_v\) with \(\theta=20^\circ\). Here \(\rho_{uv}=\sin\theta\cos\theta\), and (3) becomes \(I_a=\kappa(\cos\theta-\sqrt3\sin\theta)^2\), with a plus sign for \(I_b\). The intensities are \(I_a=0.00804\), \(I_b=0.15649\) and \(I_c=0.23547\) in units of \(R^2\). The average is \(0.08227\), and (1) returns the true ratio \(\cot^2\theta=7.55\). Using \(I_a\) alone gives \(-3.47\), and \(I_b\) alone gives \(1.81\).

If \(c\) cannot be reached, let the field make an angle \(\alpha\) with \(c\) in the \(ac\) plane. Then \(D=\cos\alpha\,D_c+\sin\alpha\,D_a\). For eg holes \(D_c\) leaves a core hole in \(p_z\) and \(D_a\) one in \(p_x\), so the interference term in \(\langle D^\dagger D\rangle\) vanishes, and

\[
I(\alpha)=I_c\cos^2\alpha+I_a\sin^2\alpha
\quad\Rightarrow\quad
I_c=\frac{I(\alpha)-I_a\sin^2\alpha}{\cos^2\alpha}.
\]

## Holes in the t2g shell

Let \(h_\pi=h_{xz}+h_{yz}\). With \(d_{xy}=\sqrt{15/4\pi}\,n_xn_y\), the nonzero amplitudes are

\[
A^x_{xy,y}=A^y_{xy,x}=4\pi\sqrt{\tfrac{15}{4\pi}}\sqrt{\tfrac{3}{4\pi}}\;\tfrac1{15}=\tfrac{\sqrt3}{\sqrt{15}},
\]

and \(xz\), \(yz\) follow by renaming axes. The weights times 15 are \((3,3,0)\) for \(xy\), \((3,0,3)\) for \(xz\) and \((0,3,3)\) for \(yz\). For a given polarization along an axis, \(u\) and \(v\) are the only two orbitals that connect to the same p orbital, so no new cross terms arise. Hence

\[
\begin{aligned}
I_c&=\kappa(4h_u+3h_\pi),\\
I_{ab}&=\kappa(h_u+3h_v+3h_{xy}+\tfrac32h_\pi).
\end{aligned}\tag{5}
\]

In \(4I_{ab}-I_c\) the \(h_u\) terms cancel and the \(h_\pi\) terms leave \(6-3=3\). Formula (1) therefore returns

\[
r_{\rm app}=\frac{3(4h_u+3h_\pi)}{12h_v+12h_{xy}+3h_\pi}
=\frac{4h_u+3h_\pi}{4h_v+4h_{xy}+h_\pi}. \tag{6}
\]

For equal hole numbers \(h_t\) in the three t2g orbitals this is \((4h_u+6h_t)/(4h_v+6h_t)\), which lies closer to one than \(h_u/h_v\) whenever \(h_t>0\) and \(h_u\ne h_v\). An isotropic t2g shell thus spoils the ratio although it produces no dichroism. This excludes the direct use of (1) for ions whose minority-spin t2g orbitals are empty.

The difference of intensities survives better. From (5),

\[
I_{ab}-I_c=\kappa\left[3(h_v-h_u)+3h_{xy}-\tfrac32h_\pi\right],
\]

and the t2g part vanishes if the three orbitals have equal hole numbers. Adding \(I_c+2I_{ab}=6\kappa n_h\), with \(n_h\) the number of all 3d holes, fixes the scale:

\[
\frac{I_{ab}-I_c}{I_c+2I_{ab}}=\frac{h_v-h_u}{2n_h}\qquad(\text{equal t2g holes}). \tag{7}
\]

For an open t2g shell (7) can replace (1) only if \(h_{xy}=\tfrac12h_\pi\) is known to hold; equal hole numbers in the three t2g orbitals are sufficient for this but not necessary. Otherwise the left side equals \((h_v-h_u+h_{xy}-\tfrac12h_\pi)/(2n_h)\), and the t2g anisotropy cannot be separated from the eg difference. Relation (7) yields a difference of eg holes and requires \(n_h\) from elsewhere.

## Worked example: a d⁷ ion with one eg electron

The example is a model ion with round parameters, given in eV because the splittings of the spectrum are naturally read in that unit. It includes Coulomb multiplets, spin-orbit coupling in both shells, a cubic field of 3.0 eV and a tetragonal splitting that places \(v\) 0.05 eV below \(u\). It has no ligand orbitals. All 270 states of 2p⁵3d⁸ are diagonalized. The Slater integrals are \(F^2_{dd}=8\), \(F^4_{dd}=5\), \(F^2_{pd}=5\), \(G^1_{pd}=4\) and \(G^3_{pd}=2\) eV, the spin-orbit constants are 11 eV for 2p and 0.1 eV for 3d, and the three t2g levels are left degenerate in the crystal field.

First the t2g shell is held full in the initial state, as (1) requires; the final states are not restricted. One electron is shared between \(u\) and \(v\). The closed t2g shell acts on both with the same cubic-symmetric repulsion, and orbital angular momentum has no matrix elements within the eg pair, so the splitting stays 0.05 eV. At 300 K, where \(kT=0.02585\) eV, the share in \(v\) is

\[
\frac1{1+e^{-0.05/0.02585}}=0.8737 .
\]

Hence \(h_v=2-0.8737=1.1263\) and \(h_u=2-0.1263=1.8737\), with ratio \(1.6636\). Summing the computed spectra gives \(I_c=0.49965\) and \(I_{ab}=0.35017\) in units of \(R^2\), and

\[
\frac{3\times0.49965}{4\times0.35017-0.49965}
=\frac{1.49895}{0.90103}=1.6636 .
\]

The agreement between the summed spectra and the counted holes was tested to \(10^{-8}\). Since \(I_c/I_{ab}=1.427\), the error factor \(4/(4-X)\) is 1.55. Had \(I_a+I_b=0.70034\) been inserted for \(I_{ab}\), the result would have been 0.65, which reverses the order of the two orbitals.

Now let the t2g shell open as the Hamiltonian demands. At the same cubic field the initial state has 0.047 t2g holes. The counted eg ratio becomes 1.619, which is a change of the state and not an error of the sum rule. The error is the distance from this value to the inferred 1.604, about 1 percent of the counted ratio.

At a cubic field of 1.0 eV the initial state has 1.10 t2g holes, and \(h_u=0.9543\), \(h_v=0.9503\). The counted ratio is 1.0042 and the inferred one 0.9995. The two lie close together only because the eg holes are nearly equal and the three t2g hole numbers are nearly equal too, so that (6) is also near one. The inferred value even falls on the other side of one. By (6) this happens when \(4(h_u-h_v)<4h_{xy}-2h_\pi\). With \(h_{xy}=0.36824\) and \(h_\pi=0.72721\), the two sides are 0.016 and 0.019. The slight excess of \(xy\) holes outweighs the eg anisotropy. For the same reason (7) gives the wrong sign here: \(I_{ab}=0.40005\) exceeds \(I_c=0.39991\) although \(h_v<h_u\).

## L3 alone

Suppose that the core hole and the 3d shell interact only through a constant. The core-hole angular momentum \(j\) is then conserved, and L3 collects the final states with \(j=3/2\). For a p electron \(\mathbf l\cdot\mathbf s\) equals \(1/2\) for \(j=3/2\) and \(-1\) for \(j=1/2\), so the projector on \(j=3/2\) is

\[
P_{3/2}=\tfrac23(1+\mathbf l\cdot\mathbf s).
\]

In the derivation of (2), \(\delta_{mm'}\delta_{\sigma\sigma'}\) is replaced by \(\langle m'\sigma'|P_{3/2}|m\sigma\rangle\). The first term gives \(\tfrac23I_\varepsilon\). The second contains a spin matrix contracted with \(\langle d_{i\sigma}d^\dagger_{j\sigma'}\rangle\). If the latter equals \(\tfrac12\rho_{ij}\delta_{\sigma\sigma'}\), the trace of the spin matrix is taken, which is zero. L3 then carries two thirds of every polarization, and the factor cancels in (1).

The frozen-t2g ensemble above meets the spin condition. Without the core-valence multipole interaction, the L3 shares are 0.6667 for both polarizations and the ratio is again 1.6636. With it, and with the same window of 12.5 eV above the lowest final state, the shares are 0.612 for \(c\) and 0.650 for \(ab\). The L3-only ratio is 1.52, which is 9 percent below the counted value. No final state lies between 11.5 and 16.9 eV above the lowest one, so any window edge in that gap gives the same numbers. Below the gap lie 180 states, as many as there are with a \(j=3/2\) core hole (\(4\times45\)), and the gap stays wider than 5 eV as the interaction is raised in steps from zero to its full value. No state crosses it in this example, so the change of the shares comes from the mixing of the two values of \(j\). The spin condition is itself a property of the frozen shell. Once the t2g shell is allowed to open, 3d spin-orbit coupling gives \(\langle d_{i\sigma}d^\dagger_{j\sigma'}\rangle\) a spin-dependent part. At the cubic field of 3.0 eV the L3 shares are then 0.725 for \(c\) and 0.713 for \(ab\) even without the core-valence multipole interaction, and the L3-only ratio is 1.647 against 1.604 from both edges. The safe choice is to integrate both edges.

## Photon energy, background and radial integrals

If the photon-energy factor is left in, each \(I_\varepsilon\) is multiplied by the mean transition energy of its own spectrum. A common factor cancels, so only a difference between the mean energies matters. In the example, with the lowest final state placed at 800 eV, the ratio changes from 1.6636 to 1.6643. This is negligible here, but the division costs nothing.

An isotropic background \(b\) left in both intensities changes (1) to

\[
\frac{3(I_c+b)}{4(I_{ab}+b)-(I_c+b)}=\frac{3(I_c+b)}{4I_{ab}-I_c+3b},
\]

since \(4b-b=3b\). Numerator and denominator both grow by \(3b\), so the result moves towards one. In the example the mean intensity is \((0.49965+2\times0.35017)/3=0.400\). A background of one tenth of it, \(b=0.040\), lowers the ratio to 1.586, an error of 5 percent relative to the counted value. Background subtraction therefore matters far more in this example than the photon-energy factor.

If the radial integrals of the two orbitals differ, \(h_u\) in (3) carries \(R_u^2\) and \(h_v\) carries \(R_v^2\). The average over \(a\) and \(b\) still removes the cross term, and the same inversion gives

\[
\frac{3I_c}{4I_{ab}-I_c}=\frac{R_u^2}{R_v^2}\,\frac{h_u}{h_v}.
\]

A calculation that uses orbital-dependent radial functions must divide out this factor before its ratio is compared with a hole count.

## Table of computed values

```
Angular weights times 15 for field along x, y, z (no unit)
  3z2-r2  1.000 1.000 4.000
  x2-y2   3.000 3.000 0.000
  xy      3.000 3.000 0.000
  xz      3.000 0.000 3.000
  yz      0.000 3.000 3.000
  eg cross term, x and y: -1.7321 1.7321
Model parameters (eV)
  F2dd 8.0, F4dd 5.0, F2pd 5.0, G1pd 4.0, G3pd 2.0
  spin-orbit 2p 11.0, 3d 0.1; eg splitting 0.05
  cubic field, large 3.0, small 1.0
Temperature 300 K, kT = 0.02585 eV
Determinants: initial 120, final 270
Filled t2g shell, large cubic field
  electron share in x2-y2: 0.8737
  holes in 3z2-r2: 1.8737, in x2-y2: 1.1263
  I_c  = 0.49965 (squared radial integral)
  I_ab = 0.35017 (squared radial integral)
  I_c/I_ab = 1.4269
  hole ratio, counted:  1.6636
  hole ratio, sum rule: 1.6636
L3 only, window 12.5 eV above the lowest final state
  L3 share for c: 0.6122, for ab: 0.6499
  hole ratio from L3 only: 1.5185
  L3 shares without core-valence multipoles: 0.6667 0.6667
  hole ratio from L3 only in that case: 1.6636
Photon-energy factor kept, edge at 800 eV: ratio 1.6643
Background of 10 percent of the mean intensity: ratio 1.5856
t2g shell free, cubic field 3.0 eV
  holes 3z2-r2, x2-y2, xy, xz, yz: 1.8253 1.1274 0.0171 0.0151 0.0151
  total t2g holes: 0.0472
  I_c = 0.49279, I_ab = 0.35361 (squared radial integral)
  eg hole ratio, counted: 1.6190, sum rule: 1.6041
t2g shell free, cubic field 1.0 eV
  holes 3z2-r2, x2-y2, xy, xz, yz: 0.9543 0.9503 0.3682 0.3636 0.3636
  total t2g holes: 1.0954
  I_c = 0.39991, I_ab = 0.40005 (squared radial integral)
  eg hole ratio, counted: 1.0042, sum rule: 0.9995
One hole in a coherent eg mixture, mixing angle 20 degrees
  I_a, I_b, I_c (squared radial integral): 0.00804 0.15649 0.23547
  hole ratio, counted: 7.5486, from a,b average: 7.5486
  from a alone: -3.4746, from b alone: 1.8091
```
